Why L3 and L2 peak heights do not give the branching ratio

Suppose the L3 peak of a spectrum is five times as high as the L2 peak. Read as a ratio of intensities, this departs strongly from the statistical value 2:1 and seems to call for an explanation in terms of spin-orbit coupling or magnetism. Yet the intensities may be exactly 2:1. When energy allows it, the L2 hole has a decay route that the L3 hole lacks, and its line is then broader and therefore lower. Fitting both lines with one shape by unweighted least squares reduces the error but does not remove it.

**A doublet that misleads**

The L3 line belongs to a 2p3/2 hole and the L2 line to a 2p1/2 hole. Let A3 and A2 be their areas. The branching ratio is a ratio of areas:

B = A3/(A3 + A2).

Take a model doublet with A3 = 2 and A2 = 1 in arbitrary units, so that B = 2/3. Both lines are Lorentzian, 12 eV apart, with any background already removed. The full widths at half maximum are Γ3 = 0.4 eV and Γ2 = 1.0 eV. A Lorentzian of unit area, centred at x = 0, is

f(x; Γ) = (Γ/2π)/(x² + Γ²/4).

At x = 0 it equals (Γ/2π)(4/Γ²) = 2/(πΓ). A line of area A therefore has height

H = 2A/(πΓ).

For the two lines, in arbitrary units per eV,

H3 = 2 × 2/(π × 0.4) = 3.18,
H2 = 2 × 1/(π × 1.0) = 0.64.

The height ratio is 5.0. Used in place of the areas, the heights give B = 5/6 = 0.83 instead of 0.67. The tail of each line under the other changes the height ratio by only about 0.1%.

Now fit the same noise-free spectrum by unweighted least squares with two Lorentzians that share one adjustable width. Areas and positions are also free. The numerical fit gives a common width of 0.43 eV and areas 2.07 and 0.60. The fitted ratio is 3.45 and B = 0.78. The L3 area is 3.5% too large and the L2 area 40% too small, relative to the true areas.

The opposite error is possible too. With the same widths, areas in the ratio 0.8:1 give heights in the ratio

0.8 × 1.0/0.4 = 2.

This spectrum looks statistical by its heights, although its branching ratio is 0.8/1.8 = 0.44.

**The correct statement**

For two well-separated Lorentzian lines,

H3/H2 = (A3/A2)(Γ2/Γ3).

An unweighted least-squares fit with a common width w gives areas a3 and a2 whose ratio is

a3/a2 = (A3/A2)(Γ2 + w)/(Γ3 + w).

If Γ2 > Γ3, the fitted ratio lies between the true ratio and the height ratio. Coster-Kronig decay produces such a difference in width while leaving the areas unchanged. The proof has three parts: why decay conserves area, why the areas can be 2:1, and what the fit does. Atomic units are used in the algebra, so ħ = 1.

**Decay broadens a line but keeps its area**

Let |h⟩ be the normalized state with a core hole, before decay. Assume that the light reaches the decay products only through |h⟩, and that the strength A of this excitation is constant across the line. If |n⟩ are the eigenstates of the full Hamiltonian, with energies E_n, the spectrum is

I(E) = A Σ_n |⟨n|h⟩|² δ(E − E_n).

Integrating over all E gives A Σ_n |⟨n|h⟩|² = A, because the eigenstates are complete and |h⟩ is normalized. Decay spreads |h⟩ over many eigenstates without changing this sum.

The shape follows from the amplitude c(t) that the hole is still present after time t. Let it be coupled by matrix elements V_k to decay states of energy E_k and amplitude b_k:

i dc/dt = E0 c + Σ_k V_k b_k,
i db_k/dt = E_k b_k + V_k* c.

Initially c = 1 and b_k = 0. The second equation is solved by

b_k(t) = −i V_k* ∫₀ᵗ exp[−iE_k(t − t′)] c(t′) dt′.

Substitution into the first gives

dc/dt = −iE0 c − Σ_k |V_k|² ∫₀ᵗ exp[−iE_k(t − t′)] c(t′) dt′.

For a wide continuum with constant density of states ρ and constant coupling V, the sum over k becomes

|V|²ρ ∫ exp[−iE(t − t′)] dE = 2π|V|²ρ δ(t − t′).

The delta function sits at the end of the time integral, so half of it counts. Hence

dc/dt = −iE0 c − π|V|²ρ c.

The solution is c(t) = exp(−iE0t − Γt/2) with Γ = 2π|V|²ρ. With several continua the terms add:

Γ = Σ_channels 2π|V|²ρ.

To recover the spectrum, note that c(t) = Σ_n |⟨n|h⟩|² exp(−iE_n t). The real part of ∫₀^∞ exp[i(E − E_n)t] dt is πδ(E − E_n), so

I(E) = (A/π) Re ∫₀^∞ exp(iEt) c(t) dt.

For the exponential amplitude the integral is 1/[Γ/2 − i(E − E0)]. Its real part is (Γ/2)/[(E − E0)² + Γ²/4], and therefore

I(E) = A f(E − E0; Γ).

This is the Lorentzian used above. It falls to half its height at E − E0 = ±Γ/2, so Γ is both the decay rate and the full width. Since the area is fixed, a larger width must mean a lower peak.

In L2-L3 Coster-Kronig decay, a 2p3/2 electron fills the 2p1/2 hole and an outer electron is ejected. The hole moves from L2 to L3. The energy released is the L2-L3 difference, and it must suffice to remove the outer electron in the presence of the L3 hole (in a solid, to lift it into an empty band state). If it does not, there are no final states at the required energy and the channel is closed. If it does with several line widths to spare, so that the continuum is wide on both sides of the level as assumed above, and if the other decay rates of the two holes are equal,

Γ2 = Γ3 + Γ_CK.

The model doublet has Γ_CK = 0.6 eV. Within about a line width of a sharp threshold the line is not Lorentzian and the widths do not simply add.

The role of the energy condition can be seen by diagonalizing a Hamiltonian in which one level is coupled to two dense sets of states, each 80 eV wide. The couplings are chosen so that the rate formula gives 0.4 and 0.6 eV. With both sets centred on the level, its survival probability decays at a rate of 1.01 eV. When the second set is moved to start about 10 eV above the level, the rate drops to 0.40 eV. The coupling to the second set is still there, but it no longer supplies a decay route. It shifts the level down by about 0.2 eV and moves about 1% of the area out of the line.

**Where 2:1 comes from, and when it fails**

Area conservation does not say what A3/A2 is. For that, consider one-electron dipole transitions from the filled 2p shells. Let P_j project onto the 2p states with total angular momentum j = 3/2 or 1/2, and let

T_j = Tr_spin P_j

be its trace over spin, an operator on the three p orbitals. P_j commutes with each component of L + S, where L and S are orbital and spin angular momentum. In the spin trace, the commutator of S with P_j vanishes, because operators acting on spin can be permuted cyclically under that trace. What remains is

[L, T_j] = 0 for each component of L.

Commuting with L_z makes T_j diagonal in m, since the three values of m differ. Commuting with the raising operator makes the diagonal elements equal. So T_j is a multiple of the identity. Its total trace is the number of states in the shell, 2j + 1, which gives

T_j = [(2j + 1)/3] × identity.

The dipole operator D does not act on spin. Let the available final states be described by a projector F that does not depend on spin either. The summed strength is

S_j = Tr(P_j D†FD) = [(2j + 1)/3] Tr_orbital(D†FD).

If the radial integrals and energy factors are the same for both shells, the last trace is common to them, and

A3/A2 = S_3/2 / S_1/2 = 4/2 = 2.

The result holds for each polarization separately.

It depends on the final states. If only d3/2 states are available, F does depend on spin. Summing the squared angular matrix elements over all polarizations and magnetic quantum numbers then gives L3:L2 = 1:5. Spin polarization alone need not change the ratio: if only the d shell of one spin is empty and has no spin-orbit coupling, linear and isotropic light still give 2, while one circular helicity along the spin axis gives 1. Multiplet coupling between the core hole and the valence electrons also lies outside this one-electron argument. A true ratio different from 2 is thus possible and informative, which is why a false one must be avoided.

**What a common-width fit does**

Least squares minimizes the integral of (data − model)². For well-separated lines the products of different lines can be neglected, and each line contributes its own term. For true area A, true width Γ, fitted area a and common width w, this term is

Q = A² ∫f(x; Γ)² dx − 2aA ∫f(x; Γ)f(x; w) dx + a² ∫f(x; w)² dx.

The overlap integrals follow from the Fourier form found above,

f(x; Γ) = (1/2π) ∫ exp(ixt) exp(−Γ|t|/2) dt,

where t runs over all real values. By the inverse transform, ∫f(x; w) exp(ixt) dx = exp(−w|t|/2). Hence

∫f(x; Γ)f(x; w) dx = (1/2π) ∫ exp[−(Γ + w)|t|/2] dt = 2/[π(Γ + w)].

If the fitted line were displaced by d, the integrand would gain a factor exp(idt) and the overlap would be f(d; Γ + w). This is largest at d = 0, so freeing the positions does not move the lines. Setting Γ = w gives ∫f(x; w)² dx = 1/(πw).

The condition dQ/da = 0 reads

a/(πw) = 2A/[π(Γ + w)],

so that

a = 2wA/(Γ + w).

Dividing the result for L3 by that for L2 cancels 2w and proves the stated ratio. To place it between its bounds, write r = (Γ2 + w)/(Γ3 + w). Then

r − 1 = (Γ2 − Γ3)/(Γ3 + w),
Γ2/Γ3 − r = w(Γ2 − Γ3)/[Γ3(Γ3 + w)].

Both are positive when Γ2 > Γ3, whatever positive w is used. The formula holds while w is small compared with the separation of the lines, and no common width in that range repairs the ratio. With w held at Γ3, for example, the model doublet gives 2 × 1.4/0.8 = 3.5.

If w is free, insert the best a into Q. The fit lowers each term by

a²/(πw) = 4wA²/[π(Γ + w)²].

The best w maximizes the sum of these reductions. Since

d/dw [w/(Γ + w)²] = [(Γ + w) − 2w]/(Γ + w)³ = (Γ − w)/(Γ + w)³,

the condition is

A3²(Γ3 − w)/(Γ3 + w)³ + A2²(Γ2 − w)/(Γ2 + w)³ = 0.

The two terms must have opposite signs, so w lies between Γ3 and Γ2. For the model doublet the root is w = 0.428 eV. It lies close to the L3 width because the L3 term carries the larger A² and the smaller cubed denominator. The fitted areas are then

a3 = 2 × 0.428 × 2/0.828 = 2.07,
a2 = 2 × 0.428 × 1/1.428 = 0.60,

in agreement with the full numerical fit. The narrow line gains area because w > Γ3, and the broad line loses area because w < Γ2.

The fit also leaves a visible sign of its failure. The model height is 2a/(πw) = 4A/[π(Γ + w)], which is 2Γ/(Γ + w) times the true height. For L2 this factor is 2/1.428 = 1.40: the fitted peak reaches 0.89 where the data reach 0.64. For L3 the factor is 0.97. A fitted curve that overshoots the L2 peak and falls below its wings is thus what a common width produces when L2 is broader.

The error grows with the Coster-Kronig width. Keeping A3/A2 = 2 and Γ3 = 0.4 eV, the height formula and numerical common-width fits give:

- Γ_CK = 0.1 eV: height ratio 2.50, fitted ratio 2.25.
- Γ_CK = 0.3 eV: height ratio 3.50, fitted ratio 2.73.
- Γ_CK = 1.2 eV: height ratio 8.00, fitted ratio 4.93.

Even the smallest of these extra widths makes the fitted ratio 12% too large. If Γ_CK = 0 and the other rates are equal, all three ratios coincide, apart from the small effect of the tails on the heights.

The size of the error also depends on how the fit weights the data. A Poisson likelihood fit minimizes the integral of (model − data × ln model). For an isolated line without background the derivative with respect to a is 1 − A/a, so a = A whatever w is. For the model doublet such a common-width fit gives a ratio of 2.11. On a known constant background of 0.3 or 3 arbitrary units per eV it gives 2.84 or 3.32, approaching the unweighted value as the background grows.

**When instrumental resolution hides the difference**

Let the instrument convolve both lines with the same normalized Gaussian of standard deviation σ. In the Fourier form this multiplies the integrand by exp(−σ²t²/2). The height per unit area becomes

h(Γ, σ) = (1/π) ∫₀^∞ exp(−σ²t²/2 − Γt/2) dt.

With z = Γ/(2√2 σ), the exponent is −(σt/√2 + z)² + z². Substituting u = σt/√2 + z, so that dt = (√2/σ) du, gives

h(Γ, σ) = [√2/(πσ)] exp(z²) ∫_z^∞ exp(−u²) du = exp(z²) erfc(z)/[σ√(2π)],

where erfc(z) = (2/√π) ∫_z^∞ exp(−u²) du. For σ much larger than both widths, exp(z²) erfc(z) ≈ 1 − 2z/√π, and to first order

H3/H2 ≈ (A3/A2)[1 + (Γ2 − Γ3)/(σ√(2π))].

The height ratio approaches the area ratio, but slowly. The Gaussian full width is 2√(2 ln 2) σ. For isolated lines with the model widths, the full formula gives height ratios of 3.64, 2.98 and 2.53 at Gaussian full widths of 0.5, 1.0 and 2.0 eV. At 50 eV the ratio is 2.02, but lines 12 eV apart could then no longer be separated. Without the Gaussian, the height ratio exceeds the area ratio by the fraction (Γ2 − Γ3)/Γ3, so a difference small compared with Γ3 does little harm: widths of 1.00 and 1.02 eV turn 2 into 2.04. When the difference is comparable to Γ3 or larger, as in the model doublet, heights become a fair measure only if the common Gaussian is much wider than that difference and still leaves two distinct peaks.

Including the Gaussian in a common-width fit does not cure the fault. In the overlap of a data line with a model line, the two Gaussian factors multiply to exp(−σ²t²), which corresponds to a standard deviation √2 σ. The same minimization now gives

a = A h(Γ + w, √2 σ)/h(2w, √2 σ).

The integral for h shows that it decreases as its first argument grows. The ratio a3/a2 therefore still exceeds A3/A2 when Γ2 > Γ3. For the model doublet at 0.5 eV resolution, a fit with the correct Gaussian and a free common Lorentzian width gives a ratio of 2.94 and B = 0.75.

**Measuring the areas**

The remedy is to give each line its own Lorentzian width and to share only the instrumental Gaussian. Applied to the noise-free doublet, with or without the 0.5 eV Gaussian, such a fit returns the ratio 2.00. This shows that the bias came from the forced common width. In real data, noise and an uncertain background can still correlate the L2 width with its area, so the uncertainty of the width must be carried into that of B.

Direct integration needs no line shape, but it does need a window. Between limits p and q measured from the line centre,

∫_p^q A f(x; Γ) dx = (A/π)[arctan(2q/Γ) − arctan(2p/Γ)],

since the derivative of arctan(2x/Γ)/π is f(x; Γ). Windows of ±6 eV about the two centres divide the model doublet at its midpoint. Each window loses part of its own line and gains part of its neighbour:

L3 window: 1.958 + 0.018 = 1.975 after rounding,
L2 window: 0.947 + 0.014 = 0.961.

The ratio is 2.05 and B = 0.673. The remaining error is 2.7% of the true ratio, far smaller than that of the heights or the common-width fit, and in this example it has the same sign. L2 loses 5.3% of its area and regains 1.4% from the L3 tail, while L3 loses 2.1% and regains 0.9%, each relative to the line's own true area. The exchange of tails works against the unequal loss, so for a smaller difference in width the sign can reverse.

These results concern absorption or photoemission, where the intensity is assigned by the energy at which the hole is created. The formulas for heights and fitted areas take each edge as a single Lorentzian or Gaussian-broadened Lorentzian line; they do not carry over as they stand to edges made of multiplets or bands, or to asymmetric lines. Spectra of the light or electrons emitted later are different: a fraction Γ_CK/Γ2 of the L2 holes has by then become L3 holes, so the emitted intensities do not simply reflect A3 and A2. If direct excitation of the decay continuum interferes with the route through the core hole, the lines are not the Lorentzians assumed here, and the formulas for heights and fitted areas no longer apply.

Numerical values quoted here were computed with a short program.
